# Silicon Film Subbands from Bulk Bloch Functions: Scheme and Convergence

## A film without a crystal potential

Take a free electron of mass $m_0$ in a film of thickness $T$, centred at $z=0$. Outside the film the potential is $U_0$. Write it as $U_0w(z)$, with $w=0$ inside and $w=1$ outside, and repeat it with period $L$. The bulk states are then plane waves, and the expansion in bulk states is a Fourier expansion with $q_m=2\pi m/L$. The barrier enters through

$$w_m=\frac1L\int_{-L/2}^{L/2}w\,e^{-iq_mz}dz=\delta_{m0}-\frac1L\int_{-T/2}^{T/2}e^{-iq_mz}dz=\delta_{m0}-\frac{\sin(\pi mT/L)}{\pi m},$$

where the last fraction means $T/L$ at $m=0$. The matrix is $(\hbar^2q_m^2/2m_0)\,\delta_{mm'}+U_0w_{m'-m}$.

This case shows which wave vectors matter. For very high walls the lowest state is $\cos(\kappa z)$ with $\kappa=\pi/T$. Its transform is

$$\int_{-T/2}^{T/2}\cos(\kappa z)e^{-iqz}dz=\frac{\sin[(\kappa-q)T/2]}{\kappa-q}+\frac{\sin[(\kappa+q)T/2]}{\kappa+q}=\frac{2\kappa\cos(qT/2)}{\kappa^2-q^2},$$

because $\kappa T/2=\pi/2$ turns both sines into $\cos(qT/2)$. The zero at $q=\kappa$ is cancelled by the denominator, so the central lobe ends at $q=3\pi/T$. Beyond it the weight falls as $q^{-4}$ and its kinetic energy as $q^{-2}$. The kinetic energy left outside a window of half-width $Q$ therefore falls only as $1/Q$, until the finite barrier smooths the wall.

In silicon the plane waves become Bloch functions, and the window must be placed around each conduction valley.

## Bulk functions and the kz interval

Wave vectors are in units of $2\pi/a$. The film normal is [001], spin-orbit coupling and strain are omitted, and the crystal potential is local. With the origin at a bond centre, the two atoms of the primitive cell sit at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$. Averaging their phases gives

$$V(\mathbf G)=v(|\mathbf G|^2)\,\tfrac12\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)=v(|\mathbf G|^2)\cos(\mathbf G\cdot\boldsymbol\tau).$$

Rounded silicon form factors are used: $v=-0.21$, $0.04$ and $0.08$ Ry at $|\mathbf G|^2=3,8,11$. The bulk problem

$$\sum_{\mathbf G'}\left[E_u|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G')\right]c_{n\mathbf k}(\mathbf G')=E_n(\mathbf k)c_{n\mathbf k}(\mathbf G),\qquad E_u=\frac{\hbar^2}{2m_0}\left(\frac{2\pi}{a}\right)^2,$$

is real and symmetric, so the coefficients can be chosen real.

The components of $\mathbf G=(h,k,l)$ are all even or all odd. Two wave vectors with the same in-plane part are equivalent when they differ by $(0,0,l)$, and then $l$ must be even. The inequivalent $k_z$ thus fill an interval of length 2, not 1. For $L=Na$ their spacing is $1/N$, which gives $2N$ points. The volume agrees: a film cell of area $a^2/2$ and height $Na$ contains $(Na^3/2)/(a^3/4)=2N$ primitive cells.

No plane wave is counted twice. A supercell wave with in-plane part $\mathbf k_\parallel+(h,k)$ and normal part $j/N$ belongs to $k_z=j/N$ modulo 2 if $h,k$ are even, and to $k_z=j/N-1$ modulo 2 if they are odd. The bulk functions at all $2N$ points, with all bands, are therefore a unitary transform of the supercell plane waves under the same cutoff.

## The film matrix

The barrier depends on $z$ alone, so it conserves the full in-plane wave vector of each plane wave:

$$H_{n'k_z',nk_z}=E_n(k_z)\delta_{nn'}\delta_{k_zk_z'}+U_0\sum_{\mathbf G',\mathbf G}\delta_{\mathbf G'_\parallel\mathbf G_\parallel}\,c_{n'k_z'}(\mathbf G')\,c_{nk_z}(\mathbf G)\,w_m,$$

$$m=N\left(k_z'+G_z'-k_z-G_z\right).$$

Terms with $G_z'\ne G_z$ belong to the sum. Without them the matrix would depend on where the $k_z$ interval is cut.

The completeness claim was tested on a film of 1.5 nm in a period of $5a=2.715$ nm, with $U_0=0.5$ eV. The comparison matrix was built from atom positions and a numerical quadrature of the barrier. All 1277 eigenvalues agreed within $10^{-12}$ eV.

## Which bands may be kept

A scalar step raises valence and conduction bands alike. An oxide does not: it blocks electrons and holes. With $U_0=3.0$ eV and a model gap of 0.81 eV, the valence top in the barrier lies about 2.2 eV above the film's conduction edge. In the 1.5 nm test cell, the calculation with all bands put three states inside the film's gap, at least 0.05 eV from either edge. Adding valence bands then converges to the wrong physical system.

For electrons the target is therefore $P_c(H_0+U_0w)P_c$, where $P_c$ projects on the bulk conduction bands. This is a model of the barrier, and its relation to the full operator can be derived. There are $r=8N$ valence states, four at each of $2N$ points. By the min-max principle, $\lambda_{r+m}(H)$ is the minimum, over subspaces $S$ of dimension $r+m$, of the largest expectation value in $S$. Each $S$ meets the conduction space in at least $m$ dimensions, and there the largest expectation value is no less than the $m$th projected level. Hence

$$\lambda_m(P_cHP_c)\le\lambda_{8N+m}(H).$$

To size the difference, split an eigenvector into $\psi_c$ and $\psi_v$. The valence rows give $\psi_v=(E-H_{vv})^{-1}H_{vc}\psi_c$. Insert this in the conduction rows:

$$\left[H_{cc}+H_{cv}(E-H_{vv})^{-1}H_{vc}\right]\psi_c=E\psi_c.$$

The bulk part is diagonal in the bands, so $H_{vc}=U_0w_{vc}$. Replacing $H_{vv}$ by the bulk energies gives, to leading order,

$$\delta E\simeq\sum_v\frac{|\langle v|U_0w|\psi\rangle|^2}{E-E_v}>0.$$

At $U_0=0.5$ eV the barrier's valence top stays below the film's conduction edge, so both problems are well defined. In the 1.5 nm film the true shift is 0.101 meV and the estimate 0.094 meV.

At 3.0 eV the projected operator was tested in the same cell against a projector made from the occupied supercell states. The lowest four levels agreed within $10^{-12}$ eV.

## Why two conduction bands are the minimum

Silicon has a screw operation $S$: a quarter turn about $z$ with a shift $a/4$ along it. Since $S^4$ is a translation by $a$, a state at $\mathbf k_\parallel=0$ can be chosen to have the eigenvalue $s\,e^{-ik_za/4}$ (here $k_z$ in full units), with $s^4=1$. Silicon also has mirror planes that contain the $z$ direction. Such a mirror reverses the turn and takes $s$ to $s^*$ at the same $k_z$, so states with $s=i$ and $s=-i$ are degenerate. A nondegenerate state therefore has $s=\pm1$. Follow a band with $s=1$ to $k_z=2\pi/a+\delta$. Its reduced wave vector is $k'=k_z-4\pi/a=-(2\pi/a-\delta)$, and

$$e^{-ik_za/4}=e^{-i\pi}e^{-ik'a/4}=-e^{-ik'a/4}.$$

In reduced form it has $s=-1$. Time reversal takes $k'$ to $-k'$ and leaves a real $s$ unchanged. The smooth continuation of the $s=1$ band beyond $2\pi/a$ is therefore the $s=-1$ band, read backwards, and the two meet at $2\pi/a$. Between the valley and the zone boundary, the two lowest conduction bands of silicon on this axis are such a pair.

The valley lies at 0.854, only 0.146 from the meeting point. A film state needs wave vectors on both sides of its valley. In a thin film the central lobe reaches past the meeting point, so both bands are needed. In a thicker film the lobe may end before that point, but the slow tail from the sharp walls still passes it, so a single band leaves a smaller error that does not vanish. A cut between them is also ambiguous at $k_z=1$, where any mixture of the two degenerate functions is an equally valid "first band".

## Pseudocode

```
choose kpar, N, T, U0, cutoff, number of conduction bands nc
for j = -N+1 ... N:
    kz = j/N
    list G with |k+G|^2 <= cutoff
    diagonalize the bulk matrix
    keep energies and vectors of bands 5 ... 4+nc
    label each plane wave by (h, k, j + N*l)
C = block-diagonal matrix of the kept vectors
for each pair (h, k):
    rows = plane waves with this label
    Y[rows] = w[m - m'] * C[rows]
H = diag(E) + U0 * transpose(C) * Y
find the lowest eigenvalues of H
repeat with larger nc, kz window, N and cutoff, one at a time
```

With complex vectors the transpose becomes the Hermitian conjugate.

## Cost and stability

Let $N_G$ be the number of plane waves per $k_z$ and $M$ the number of retained functions. The bulk step costs of order $2N\,N_G^3$. Forming $C^TY$ costs about $2N_GM^2$ if the blocks of $C$ are used, and dense diagonalization costs of order $M^3$. For 20 points, two conduction bands give $M=40$, against 2487 functions in the complete conduction basis. The diagonalization term $M^3$ falls by $(2487/40)^3\approx2.4\times10^5$. The total cost falls by much less: with $N_G\approx128$ the bulk step takes about $4\times10^7$ operations, far more than the remaining $M^3=6.4\times10^4$, and forming $Y$ adds its own cost. These are operation counts, not measured times.

The basis is orthonormal, so no overlap matrix has to be inverted, and the arbitrary signs of the bulk vectors drop out of the eigenvalues. If basis $A$ is contained in basis $B$, the min-max principle gives $\lambda_m^B\le\lambda_m^A$, because $B$ offers more trial subspaces. Enlarging the set of bands or the window can thus never raise a level. A rise signals an error in the matrix or sets that are not nested. Changing $N$ changes the barrier's period, so this ordering does not apply. With all bands and fixed $N$, raising the cutoff does give nested plane-wave sets and cannot raise a level. In the projected problem it also changes the conduction bands and hence $P_c$, so the ordering is not guaranteed.

The plane-wave cutoff needs its own check. At the zone centre, including the shell $|\mathbf G|^2=20$ lowers the valence top by 62 meV. The gap is 0.769 eV at a cutoff of 19.9, 0.814 eV at 24.5 and 0.820 eV at 41.5. Film levels measured from the conduction edge are less sensitive: from 24.5 to 41.5 the first two levels of the 3 nm film below change by less than 0.1 meV, and their splitting by about 0.015 meV, with ten conduction bands.

## A 3 nm film

Take $a=0.543$ nm, $T=3.0$ nm, $U_0=3.0$ eV, $N=10$ and cutoff 24.5. The bulk masses at the valley are $m_l=0.873$ and $m_t=0.185$ in free-electron masses, from finite differences with a step of 0.02; as the step goes to zero $m_t$ becomes 0.184. At $\mathbf k_\parallel=0$ the first four levels lie 41.1, 41.7, 163.8 and 166.5 meV above the bulk conduction edge. They form two pairs because two valleys lie on the film normal. The upper pair is less well converged in the cutoff: raising it to 41.5 lowers these two levels by about 0.3 and 0.4 meV.

A finite well explains the first pair. With the same mass inside and outside, matching an even state gives $k\tan(kT/2)=q$, where $q$ is the decay constant in the barrier. Then $kT/2=\pi/2-\arctan(k/q)\simeq\pi/2-k/q$, or $k\simeq\pi/(T+2/q)$. From $E_u=5.101$ eV, $\hbar^2/2m_0=0.0381$ eV nm², so

$$q=\sqrt{\frac{0.873\,(3.0-0.041)}{0.0381}}\approx8.2\ \text{nm}^{-1},\qquad E\simeq\frac{0.0381\,\pi^2}{0.873\,(3.0+0.243)^2}\approx0.041\ \text{eV}.$$

The full solution of the well is 41.0 meV, and the mean of the computed pair is 41.4 meV. The well has no valley splitting; the Bloch expansion gives 0.56 meV.

The errors below are relative to the complete conduction basis with the same period, cutoff and barrier. All 20 wave vectors are kept.

| Conduction bands | Level 1 (meV) | Level 2 (meV) |
|---:|---:|---:|
| 1 | 5.4 | 46.4 |
| 2 | 0.26 | 0.35 |
| 4 | 0.14 | 0.30 |
| 10 | 0.04 | 0.07 |
| 20 | 0.01 | 0.02 |

The second band removes most of the error, as the screw argument leads one to expect. With one band the two levels suffer very unequally; the cause was not isolated. The one-band errors also depend, by up to about 2 meV, on which mixture of the degenerate functions is taken at $k_z=1$.

Next, hold the number of conduction bands at ten and keep the points within a given distance of either valley, counted across the zone boundary.

| Half-width | Points | Level 1 (meV) | Level 2 (meV) |
|---:|---:|---:|---:|
| 0.12 | 4 | 231 | 243 |
| 0.22 | 7 | 4.7 | 5.1 |
| 0.32 | 9 | 3.2 | 3.2 |
| 0.42 | 11 | 1.3 | 0.8 |
| 0.62 | 15 | 0.6 | 0.3 |
| 1.00 | 20 | 0.04 | 0.07 |

The central lobe found at the start has half-width $3\pi/T$, which is $3a/2T=0.27$ here. A window of 0.12 cuts deep into it and fails. A window just wider than the lobe leaves about 3 meV. The need to go further is in line with a tail beyond the lobe, although a 3 eV barrier makes it fall faster than the $1/Q$ of hard walls. In a finite well with the film's mass, the kinetic energy outside the window falls roughly as $Q^{-2}$ between half-widths of 0.27 and 0.54.

Relative to its size, the splitting converges less well than the levels. At half-width 0.42 the level errors are near 1 meV, but the splitting is $0.56+0.81-1.32\approx0.05$ meV, a tenth of its reference value. At 0.32 it is 0.61 meV, close to the reference although both levels are worse. Agreement at one window is therefore no evidence of convergence. For this film, two bands with all $k_z$ give the levels within 0.4 meV and the splitting as 0.66 meV.

Extending the period to 8.145 nm changes the first two levels by about 0.02 meV with ten bands. This single comparison does not establish convergence in the period at that accuracy.

Along [100], the mean of the first pair has an in-plane mass of 0.186 from a step of 0.03 and 0.185 from a step of 0.015, close to the bulk $m_t$. Along [110] and $[1\bar10]$ the splitting changes with $\mathbf k_\parallel$, so one mass does not describe both levels. The first side-valley level, evaluated at the bulk valley's in-plane wave vector, lies at 173 meV. A parabolic well with $m_t$ gives 164 meV. The cause of this 6% difference was not isolated.

## Comparison with real channels and failure modes

The thickness is in the regime of ultrathin silicon-on-insulator channels, and 3 eV is a rough value for the electron barrier of silicon dioxide. The masses are near the accepted rough values of 0.9 and 0.2. The gap of 0.81 eV is well below the real one, roughly 1.1 eV. The valence energies do not enter the projected matrix, but the model should not be used for interband tunnelling.

The example assumes flat bands, which charge in the film would bend. Spread a sheet density $n$ evenly over the film. By symmetry the field vanishes at the centre and has magnitude $en|z|/(T\varepsilon)$ elsewhere, so the potential energy differs between centre and surface by

$$\int_0^{T/2}\frac{e^2nz}{T\varepsilon}\,dz=\frac{e^2nT}{8\varepsilon}.$$

For $n=5\times10^{12}$ cm$^{-2}$ and a relative permittivity of 11.7 this is 29 meV. The first level moves by much less, because its state has little weight near the surfaces. For the hard-wall state $\cos(\pi z/T)$ the mean of $(2z/T)^2$ is $1/3-2/\pi^2\approx0.13$, so to first order the level moves down by about 4 meV relative to the potential at the centre. The electrons in fact gather near the centre. If the charge follows the density of the lowest state, a self-consistent finite well gives a shift of about 7 meV. A self-consistent potential is needed when levels are wanted to a few meV. It enters the same matrix through its own Fourier coefficients.

Image charges in a thick oxide raise the energy of the electron. For an electron at the film centre they lie at distances $jT$ on both sides, with weights $\gamma^j$ and $\gamma=(11.7-3.9)/(11.7+3.9)=0.5$. Half the interaction energy is

$$\frac{e^2}{4\pi\varepsilon T}\sum_{j\ge1}\frac{\gamma^j}{j}=-\frac{e^2\ln(1-\gamma)}{4\pi\varepsilon T}\approx28\ \text{meV}.$$

This is the value at the centre. The energy grows towards the walls, and its mean over the hard-wall density $\cos^2(\pi z/T)$ is about 33 meV.

Thickness matters too. Moving the walls so that $T$ changes by $a/4$, one atomic-layer spacing, puts the pair mean at 45.1 meV for 2.864 nm and 38.1 meV for 3.136 nm. With ten conduction bands the splitting is 1.27 and 0.77 meV in these films, against 0.585 meV at 3.0 nm in the same basis, so it does not vary monotonically. A uniform thickness change of this size thus moves the levels by 3 to 4 meV. The splitting rises by a factor of 2.2 in the thinner film and 1.3 in the thicker one (1.4 with twenty bands; 2.3 and 1.4 with thirty bands at cutoff 41.5), where each wall moves by $a/8$. It also depends on where the walls lie relative to the atomic planes: moving only one wall by $a/4$ gives factors of about 3.7 for the thinner and 2.5 for the thicker film with twenty bands (3.55 and 2.36 with ten bands, 3.8 and 2.5 with thirty bands at cutoff 41.5). Lateral roughness was not modelled. The splitting of 0.56 meV belongs to this ideal step and is no prediction for a real interface.

Two further effects concern the barrier. A rough oxide mass of 0.5 raises the finite-well level by 1.5 meV. For the valence coupling of a 3 eV scalar step, the leading formula gives 0.2 meV. It uses unshifted valence energies, although such a step lifts the barrier's valence states above the level, so this number establishes neither the size nor the sign of the effect. The thermal energy at 300 K, 26 meV, is far above the valley splitting, so both levels of the first pair are almost equally occupied in equilibrium.

The main computed values are collected in the numerical output.

## Numbers as computed

```
lattice constant 0.543 nm, kinetic unit 5.1013 eV
form factors (Ry): -0.21 0.04 0.08
bulk gap: cutoff 19.9 0.7685, 24.5 0.8142, 41.5 0.8202 eV
shell |G|^2 = 20 lowers valence top by 61.8 meV
valley at 0.8536 (2pi/a), masses ml 0.873, mt 0.185 m0
small film: T 1.5 nm, period 2.715 nm, basis 1277
all levels, expansion minus supercell, max 6.2e-13 eV
valence shift at 0.5 eV barrier: true 0.101 meV, estimate 0.094 meV
all-band states in film gap at 3.0 eV barrier: 3
states between lifted valence top and Ec at 0.5 eV: 0
conduction-projected levels, max difference 1.3e-13 eV
example: T 3.0 nm, barrier 3.0 eV, period 5.43 nm
kz points 20, complete conduction basis 2487
levels above Ec (meV): 41.11 41.67 163.81 166.53
valley splitting 0.56 meV, probability outside film 0.00099
conduction bands, basis size, errors of levels 1 and 2 (meV)
   1   20     5.415    46.350
   2   40     0.256     0.353
   3   60     0.172     0.353
   4   80     0.144     0.296
   6  120     0.092     0.190
  10  200     0.044     0.069
  20  400     0.012     0.017
window (2pi/a), kz points, errors of levels 1 and 2 (meV), 10 bands
  0.12   4   230.639   243.014
  0.22   7     4.673     5.121
  0.32   9     3.192     3.246
  0.42  11     1.317     0.805
  0.62  15     0.607     0.331
  1.00  20     0.044     0.069
period 8.145 nm, 10 bands: changes of levels 1, 2 -0.017, -0.020 meV
cutoff 41.5, 10 bands: changes -0.064, -0.079 meV
pair mean 41.39 meV, finite well 40.99 meV
in-plane mass of first pair 0.186 m0
first side-valley level 173.00 meV (10 bands), finite well 163.53 meV
neglected valence coupling, leading estimate 0.19 meV
T 2.864 nm: pair mean 45.12, splitting 1.27 meV (10 bands)
T 3.136 nm: pair mean 38.13, splitting 0.77 meV (10 bands)
barrier mass 0.5 m0: finite-well shift 1.52 meV
sheet density 5.0e+12 cm^-2, permittivities 11.7, 3.9
band bending 29.00 meV, image energy 28.44 meV
thermal energy at 300 K 25.85 meV
```
